# The bend that blocks line of sight in a toroidal arc filter

## Problem

A cathodic arc emits ions together with macroparticles, which are small droplets or solid fragments of the cathode. A curved duct with a guiding magnetic field can lead the plasma round a bend, while a macroparticle, which carries little charge for its mass, flies almost straight and should strike the wall.

The duct is part of a torus with major radius \(R=250\) mm and minor radius \(a=50\) mm, so that \(R/a=5\). Its entrance and exit are full circular cross-sections, separated by the bend angle \(\Phi\), measured about the torus axis. The walls are opaque and have no baffles. A direct line of sight is a straight segment from any point of the entrance to any point of the exit that stays inside the duct. A segment that just touches a wall counts as open.

A bend of 96° is proposed. What is the smallest bend that blocks every direct line of sight in the midplane, and does 96° suffice? Does the answer also hold for lines outside the midplane?

## First estimate by scaling

In the midplane the walls are two concentric circles of radii

\[
r_{\rm in}=R-a=200\ \text{mm},\qquad r_{\rm out}=R+a=300\ \text{mm}.
\]

The ray that gets furthest should start at the outer wall, graze the inner wall and return to the outer wall. Between the grazing point and either end its distance from the torus axis must rise by the duct width \(2a\).

Near the grazing point, a straight line moves away from a circle of radius \(r\) by about \(r\varphi^2/2\), where \(\varphi\) is the angle from that point. With the typical radius \(r\approx R\),

\[
\frac{R\varphi^2}{2}\approx 2a
\quad\Rightarrow\quad
\varphi\approx 2\sqrt{\frac{a}{R}} .
\]

The ray covers this angle on both sides of the grazing point, hence

\[
\Phi_{\rm est}=4\sqrt{\frac{a}{R}}=\frac{4}{\sqrt5}=1.79\ \text{rad}\approx 102^\circ .
\]

The critical bend thus scales as the square root of \(a/R\). The estimate lies near 96°, but it cannot decide whether 96° is enough, because \(\varphi\approx0.9\) rad is not small.

## Exact solution

**What can block a segment.** Both ends lie in the disc of radius \(r_{\rm out}\). A disc is convex, so the whole segment lies in it and cannot cross the outer wall. The obstacle is therefore the inner circle.

**Angle covered by a line.** Let \(b\) be the distance of the line from the torus axis, and \(\varphi_0\) the direction of its nearest point, the foot. Projecting any point of the line on this direction gives

\[
r\cos(\varphi-\varphi_0)=b
\quad\Rightarrow\quad
|\varphi-\varphi_0|=\arccos\frac{b}{r}.
\]

Let the segment begin at radius \(r_0\) and end at \(r_1\). There are two cases.

*The foot lies on the segment.* The angles on its two sides add:

\[
\Delta\varphi=\arccos\frac{b}{r_0}+\arccos\frac{b}{r_1}.
\]

The foot is then a point of the duct, so \(b\ge r_{\rm in}\). Each term grows with its radius and falls with \(b\). The largest value therefore has \(r_0=r_1=r_{\rm out}\) and \(b=r_{\rm in}\):

\[
\Delta\varphi\le 2\arccos\frac{r_{\rm in}}{r_{\rm out}} .
\]

*The foot lies outside the segment.* The angles subtract. Take \(r_1>r_0\), which merely fixes the direction of travel. The term with \(r_1\) is then the larger one, so

\[
\Delta\varphi=\arccos\frac{b}{r_1}-\arccos\frac{b}{r_0}.
\]

Here \(b\) may be smaller than \(r_{\rm in}\). The derivative is

\[
\frac{d\Delta\varphi}{db}
=-\frac{1}{\sqrt{r_1^2-b^2}}+\frac{1}{\sqrt{r_0^2-b^2}}>0 ,
\]

so the angle is largest in the limit \(b\to r_0\), where it becomes \(\arccos(r_0/r_1)\). This is at most \(\arccos(r_{\rm in}/r_{\rm out})\), half the bound of the first case.

**Critical bend.** The grazing ray attains the larger bound, so

\[
\boxed{\;\Phi^*=2\arccos\frac{R-a}{R+a}\;}
\]

For any smaller bend an initial part of the same ray connects entrance and exit. Sight is therefore open for \(\Phi\le\Phi^*\) and blocked for \(\Phi>\Phi^*\).

**A simpler form.** Put \(t=\tan(\Phi^*/4)\). The half-angle identity for the cosine gives

\[
\frac{R-a}{R+a}=\cos\frac{\Phi^*}{2}=\frac{1-t^2}{1+t^2}.
\]

Cross-multiplying,

\[
(R-a)+(R-a)t^2=(R+a)-(R+a)t^2 .
\]

Collecting the terms in \(t^2\) on the left gives \(2Rt^2=2a\), hence \(t^2=a/R\). Since \(0<\Phi^*/4<45^\circ\), the root is positive:

\[
\Phi^*=4\arctan\sqrt{\frac{a}{R}} .
\]

**Numbers.** With \(r_{\rm in}/r_{\rm out}=2/3\),

\[
\Phi^*=2\times48.1897^\circ=96.379^\circ=1.6821\ \text{rad}.
\]

The proposed 96° is this angle rounded down, and it falls short by 0.379°. A numerical search for unobstructed midplane segments, which does not use the formula, also gives 96.379°.

**Lines outside the midplane.** Project the duct along the torus axis onto the midplane. Its image is a sector of the same annulus. A straight segment projects to a straight segment, or to a point if it is parallel to the axis, and its angle about the axis is unchanged. No tilted line can therefore cover more than \(\Phi^*\), and a bend that blocks the midplane blocks the whole duct. As a test, 6000 random point pairs were drawn for each of two bends, near the outer wall and within 20 mm of the midplane. At 2° below \(\Phi^*\), 5256 pairs saw each other; at 0.2° above it, none did.

Straight ducts added before the entrance or after the exit do not reopen the view, because a line through the system must still cross both end sections.

## Comparison of estimate and exact result

The ratio of the two results is

\[
\frac{\Phi_{\rm est}}{\Phi^*}=\frac{\sqrt{a/R}}{\arctan\sqrt{a/R}}
\approx1+\frac{a}{3R}
\qquad (a\ll R),
\]

because \(\arctan x\approx x-x^3/3\). For \(R/a=5\) the ratio is \(1.7889/1.6821=1.063\): the estimate is 6.3% above the exact value. Since \(\arctan x<x\) for \(x>0\), it errs on the safe side for every ratio.

Two approximations act in opposite directions. The exact grazing ray obeys \(r_{\rm in}(\sec\varphi-1)=2a\). Replacing \(\sec\varphi-1\) by \(\varphi^2/2\), but keeping \(r_{\rm in}\), gives \(\varphi^2=4a/r_{\rm in}=1\) and a bend of 2.00 rad. Replacing \(r_{\rm in}\) by the larger \(R\) then lowers this to 1.79 rad. The scaling result profits from this partial cancellation.

It also has a direct geometrical meaning. By Pythagoras the grazing chord has length

\[
L=2\sqrt{r_{\rm out}^2-r_{\rm in}^2}=2\sqrt{4Ra}=4\sqrt{Ra}=447\ \text{mm},
\]

so \(\Phi_{\rm est}=L/R\). The estimate treats the chord as if it were an arc of the duct's centre line.

In the limit of a slender duct, \(a/R\to0\), the two results agree. In the opposite limit, \(a\to R\), the inner wall shrinks to a point and \(\Phi^*\to180^\circ\), the largest angle a straight line can cover about a point. The estimate then gives 4 rad, too large by the factor \(4/\pi\approx1.27\).

## What a 96° bend lets through

Let \(\beta=\Phi^*/2\) and \(\beta<\Phi<\Phi^*\). In the midplane, an exit point at radius \(r_1\) is visible if some entrance radius \(r_0\) satisfies

\[
\Phi\le\arccos\frac{r_{\rm in}}{r_0}+\arccos\frac{r_{\rm in}}{r_1}.
\]

Segments with their foot outside cover at most \(\beta\), and so do not contribute. The most favourable entrance point is \(r_0=r_{\rm out}\), whose term equals \(\beta\). Thus \(\arccos(r_{\rm in}/r_1)\ge\Phi-\beta\), or \(r_1\ge r_{\rm in}/\cos(\Phi-\beta)\). The exposed strip at the outer wall has width

\[
w=r_{\rm out}-\frac{r_{\rm in}}{\cos(\Phi-\beta)} .
\]

At 96°, \(\Phi-\beta=47.810^\circ\) and

\[
w=300-\frac{200}{0.6716}=2.2\ \text{mm}.
\]

The leak is narrow compared with the 100 mm aperture, but it is real.

The inverse relation shows how to close it. A bend \(\Phi\) blocks sight if

\[
\frac{R}{a}>\cot^2\frac{\Phi}{4}.
\]

For 96° the right-hand side is 5.045. With \(R\) held at 250 mm, the minor radius must be below 49.56 mm, a reduction of 0.44 mm. Conversely, an increase of \(a\) by 1 mm at fixed \(R\) raises the critical bend to 97.23°. An error of 1 mm in \(a\) thus matters more than the missing 0.38°. A bend of 100° leaves a margin of 3.6°.

## Limits of the straight-line criterion

**Wall bounces.** For a ray in the midplane, specular reflection preserves the angle between ray and wall normal, and hence the distance \(b\) from the axis, since both wall circles are centred there. (Outside the midplane the wall normal is tilted and the projected \(b\) can change at a bounce.) After a bounce, a ray with \(b\ge r_{\rm in}\) runs from outer wall to outer wall and covers \(2\arccos(b/r_{\rm out})\le\Phi^*\). A ray with \(b<r_{\rm in}\) runs between the two walls and covers at most \(\Phi^*/2\), by the second case above. One bounce can therefore serve bends up to \(2\Phi^*=192.8^\circ\). Tilted rays cannot exceed this either, because each straight leg covers at most \(\Phi^*\) by the projection argument.

For the 100° bend, take midplane rays distributed uniformly over entrance position and over the sine of their angle to the duct direction. With lossless specular reflection, none passes directly, 32% pass with at most one bounce, 53% with at most two and 64% with at most three. These are model values, not transmissions of a real filter. They show that blocking direct sight does not by itself remove particles that rebound.

**Forces in flight.** Consider a carbon particle of radius \(s=1\) µm, density 2 g/cm³ and speed 100 m/s, all rough values. It travels the grazing chord in about 4.5 ms. To gauge gravity, the program applies a pull of size \(g\) that always points to the torus axis; it increases the angle covered by about 0.01°. Real gravity keeps a fixed direction, and even in a vertical bend plane its effect is of this order at most. For a surface voltage of size 10 V and a field of 1 V/cm, also rough, the charge \(4\pi\varepsilon_0 sV\) gives an acceleration of 13 m/s². Directed inward, it adds about 0.02°.

Ion drag is much stronger. Let carbon ions of mass \(m_i\), density \(n=10^{12}\) cm⁻³ and speed \(v_i=20\) km/s follow the bend and give up their full momentum on the particle's cross-section. These plasma values are rough as well. The acceleration is

\[
A=\frac{n m_i v_i^2\,\pi s^2}{\tfrac43\pi s^3\rho}
=\frac{3n m_i v_i^2}{4s\rho}\approx3.0\times10^3\ \text{m/s}^2 .
\]

Yet it changes the angle covered by just −0.05°, whereas an inward force of equal size would add 3.5° and use up nearly all the margin.

The reason is a symmetry. Reflect the path in the line from the axis through the grazing point, and reverse time. The result is a grazing path with the same span, but with drag \(-A\). Its launch speed differs by an amount of order \(A\), which alters the span at order \(A^2\), because without force the span does not depend on speed. The span is therefore even in \(A\) through first order, and its linear term vanishes. Halving the drag reduces the computed change from −0.051° to −0.014°, close to the factor of four expected of a quadratic effect. The symmetry requires the drag to be the same all along the bend. If the plasma density falls towards the exit, as it does when plasma is lost to the walls, a linear term returns: a drag that starts at the value above and decays exponentially by a factor of four over 100° changes the angle by about −0.25°, and half that drag by about −0.12°. The sign is still the safe one.

This conclusion is restricted to weak deflection. Since \(A\propto1/s\), a particle of radius 0.1 µm would gain about 80 m/s on its way through the duct, comparable with its launch speed. Drag is then no longer a small correction, and the argument above cannot be relied on. The other forces also grow for small or slow particles. At fixed surface voltage the electric acceleration scales as \(1/s^2\), and a weak deflection scales as the inverse square of the speed. An inward electric force adds about 1.6° at \(s=0.1\) µm, or for a 1 µm particle at 10 m/s; gravity in a vertical bend plane can add about 1.3° at 10 m/s. These are sizeable parts of the 3.6° margin.

## Relation to real filters

Consider a filter with a 90° bend. For a fully illuminated entrance it would require \(R/a>\cot^2 22.5^\circ=5.83\). The requirement is weaker if the emitting part of the entrance stays clear of the outer wall. For a small cathode on the duct axis in the entrance plane, \(r_0=R\), and the critical bend falls to

\[
\arccos\frac{200}{250}+\arccos\frac{200}{300}=36.9^\circ+48.2^\circ=85.1^\circ .
\]

In this geometry a 90° bend does hide the cathode from the entire exit, even at \(R/a=5\), provided that the cathode radius is below about 18 mm. A midplane point further out than \(r_0=200/\cos41.8^\circ\approx268\) mm would be visible again. The bend does not hide all particles that rebound: from the outer wall near the entrance, a direct line can still reach part of the exit. Baffles are used to intercept such particles, and their effect lies outside the smooth-wall model.

For the problem as posed, the bend must exceed 96.38°, and 96° does not suffice.

## Table of computed values

```
Major radius R: 250 mm
Minor radius a: 50 mm
Ratio R/a: 5.000
Inner wall radius: 200 mm
Outer wall radius: 300 mm
Critical bend, formula: 96.3794 deg
Critical bend, formula: 1.68214 rad
Critical bend, segment search: 96.3794 deg
Half of critical bend: 48.1897 deg
Grazing chord length: 447.21 mm
Shortfall of a 96 deg bend: 0.3794 deg
Exposed exit strip at 96 deg, formula: 2.198 mm
Exposed exit strip at 96 deg, search: 2.198 mm
Ratio R/a making 96 deg critical: 5.0447
Minor radius making 96 deg critical: 49.557 mm
Critical bend with a larger by 1 mm: 97.228 deg
Visible 3D pairs, 2 deg below critical: 5256 of 6000
Visible 3D pairs, 0.2 deg above critical: 0 of 6000
Chosen bend with margin: 100 deg
Margin above critical bend: 3.621 deg
Largest bend passed with one bounce: 192.76 deg
Rays passing chosen bend, at most 0 bounces: 0.00 %
Rays passing chosen bend, at most 1 bounces: 31.75 %
Rays passing chosen bend, at most 2 bounces: 52.97 %
Rays passing chosen bend, at most 3 bounces: 64.02 %
Macroparticle radius (rough): 1.0 um
Macroparticle density (rough): 2.0 g/cm3
Macroparticle speed (rough): 100 m/s
Ion density (rough): 1.0e+12 cm^-3
Carbon ion speed (rough): 20 km/s
Macroparticle surface voltage size (rough): 10 V
Electric field (rough): 1.0 V/cm
Electric acceleration: 13.28 m/s2
Ion-drag acceleration: 2989 m/s2
Span change by gravity: 0.0116 deg
Span change by electric force: 0.0157 deg
Span change by ion drag: -0.0510 deg
Span change by half the ion drag: -0.0141 deg
Span change if drag-sized force were inward: 3.520 deg
```
